\section*{Two-Bessel compensation shape functions and their analytic Fourier transform}

Consider a spherical charge confined to $r\le R$, with the radial profile
\begin{equation}
g_0(r)=\alpha\left[\frac{\sin t}{t}+\frac{\sin 2t}{2t}\right]
=\alpha\,\frac{\sin t}{t}\,(1+\cos t),\qquad t=\frac{\pi r}{R},
\end{equation}
and $g_0=0$ outside. The second form follows from $\sin 2t=2\sin t\cos t$. Close to the surface put $t=\pi-\delta$. Then $\sin t\simeq\delta$ and $1+\cos t\simeq\delta^2/2$, so $g_0$ vanishes as $\delta^3$: its value, slope and second derivative are all zero at $R$. The condition $\int_0^R r^2g_0\,dr=1$ fixes $\alpha$. With $r=Rt/\pi$,
\begin{equation}
1=\alpha\frac{R^3}{\pi^3}\int_0^\pi t\left(\sin t+\tfrac12\sin 2t\right)dt
=\alpha\frac{R^3}{\pi^3}\left(\pi-\frac{\pi}{4}\right),
\qquad \alpha=\frac{4\pi^2}{3R^3}.
\end{equation}
Both terms are spherical Bessel functions, since $j_0(x)=\sin x/x$, and their arguments at $r=R$ are $\pi$ and $2\pi$, the first two positive zeros of $j_0$. The same construction works for every angular momentum.

In the projector augmented-wave and ultrasoft methods, a compensation charge inside an atomic sphere restores the multipole moments lost when the true density is replaced by a smooth one. Outside the sphere only the moments matter, so the radial shape may be chosen for smoothness. Take the density $g_l(r)Y_{lm}(\hat{\mathbf r})$ with
\begin{equation}
g_l(r)=\alpha_1 j_l(q_1r)+\alpha_2 j_l(q_2r)\quad(r\le R),\qquad g_l(r)=0\quad(r>R),
\end{equation}
where $q_1\ne q_2$ are real and positive, and demand
\begin{equation}
g_l(R)=g_l'(R)=g_l''(R)=0,\qquad \int_0^R r^{l+2}g_l(r)\,dr=1 .
\label{conditions}
\end{equation}
Derivatives at $R$ are taken from inside. The $Y_{lm}$ are orthonormal, so the last condition says that $\int r^lY_{lm}^*\,(g_lY_{lm})\,d^3r=1$. For $l=0$ the total charge is then $\sqrt{4\pi}$, not one. Write $x_i=q_iR$. A prime on $j_l$ denotes the derivative with respect to its argument; a prime on a function of $r$ denotes $d/dr$.

There are four parameters and four conditions, but the wave numbers enter nonlinearly, so counting alone does not prove that a solution exists. The radial equation settles the matter. Each $u(r)=j_l(kr)$ obeys
\begin{equation}
(r^2u')'=\left[l(l+1)-k^2r^2\right]u .
\label{radial}
\end{equation}
Dividing by $r^2$ and adding the two terms of $g_l$ gives
\begin{equation}
g_l''=-\frac{2}{r}g_l'+\frac{l(l+1)}{r^2}g_l-\sum_i\alpha_iq_i^2j_l(q_ir).
\label{second}
\end{equation}
At $r=R$ the conditions on $g_l$, $g_l'$ and $g_l''$ remove every term but the sum. Together with $g_l(R)=0$ this leaves
\begin{equation}
\alpha_1j_l(x_1)+\alpha_2j_l(x_2)=0,\qquad
q_1^2\alpha_1j_l(x_1)+q_2^2\alpha_2j_l(x_2)=0 .
\end{equation}
Subtracting $q_2^2$ times the first equation from the second gives $(q_1^2-q_2^2)\alpha_1j_l(x_1)=0$, hence $\alpha_1j_l(x_1)=0$, and then $\alpha_2j_l(x_2)=0$. Neither coefficient can be zero. If $\alpha_2$ vanished, the unit moment would require $\alpha_1\ne0$, and value and slope at $R$ would give $j_l(x_1)=j_l'(x_1)=0$. A solution of a second-order linear equation whose value and slope vanish at a regular point is zero everywhere, which $j_l$ is not. Therefore
\begin{equation}
j_l(x_1)=j_l(x_2)=0 .
\end{equation}

Conversely, let $x_1$ and $x_2$ be any two distinct positive zeros. The value of $g_l$ at $R$ vanishes term by term. The slope vanishes if
\begin{equation}
\alpha_1q_1j_l'(x_1)=-\alpha_2q_2j_l'(x_2)\equiv c ,
\label{slope}
\end{equation}
which can be met because both derivatives are nonzero, by the argument just used. Equation~(\ref{second}) then gives $g_l''(R)=0$ with no further condition. Only the scale $c$ remains, and the moment fixes it.

Both the moment and the Fourier transform need integrals of products of radial functions. Let $A=j_l(qr)$ and $B=j_l(kr)$ with $q\ne k$. Multiply the equation for $B$ by $A$, the equation for $A$ by $B$, and subtract. The terms in $l(l+1)$ cancel, and so do the products $r^2A'B'$ when the left side is written as a total derivative:
\begin{equation}
\left[r^2(AB'-A'B)\right]'=A(r^2B')'-B(r^2A')'=(q^2-k^2)r^2AB .
\label{wronskian}
\end{equation}
Integrate from $0$ to $R$. The bracket vanishes at the origin, and $A'=qj_l'(qr)$, $B'=kj_l'(kr)$, so
\begin{equation}
\int_0^R r^2j_l(qr)j_l(kr)\,dr=
\frac{R^2\left[k\,j_l(qR)j_l'(kR)-q\,j_l'(qR)j_l(kR)\right]}{q^2-k^2}.
\label{overlap}
\end{equation}
For the moment, replace $A$ by $r^l$, which satisfies (\ref{radial}) with $k=0$. The right side of (\ref{wronskian}) becomes $-k^2r^{l+2}B$. At $k=q_i$ the function $B$ vanishes at $R$, and only $R^2\,R^l\,q_ij_l'(x_i)$ survives from the bracket:
\begin{equation}
\int_0^R r^{l+2}j_l(q_ir)\,dr=-\frac{R^{l+2}j_l'(x_i)}{q_i}.
\label{moment}
\end{equation}
Multiply by $\alpha_i$, sum, and use (\ref{slope}) in the form $\alpha_ij_l'(x_i)=\pm c/q_i$, with the upper sign for $i=1$:
\begin{equation}
1=-R^{l+2}c\left(\frac1{q_1^2}-\frac1{q_2^2}\right)
=R^{l+2}c\,\frac{q_1^2-q_2^2}{q_1^2q_2^2},\qquad
c=\frac{q_1^2q_2^2}{R^{l+2}(q_1^2-q_2^2)} .
\label{c}
\end{equation}
Dividing $c$ by $q_1j_l'(x_1)$, and $-c$ by $q_2j_l'(x_2)$, and inserting $q_i=x_i/R$, we find
\begin{equation}
\alpha_1=\frac{x_1x_2^2}{R^{l+3}(x_1^2-x_2^2)j_l'(x_1)},\qquad
\alpha_2=\frac{x_2x_1^2}{R^{l+3}(x_2^2-x_1^2)j_l'(x_2)} .
\label{alpha}
\end{equation}
For $l=0$ we have $j_0'(\pi)=-1/\pi$ and $j_0'(2\pi)=1/(2\pi)$, and both coefficients become $4\pi^2/(3R^3)$, as in the opening case.

The transform follows from the plane-wave expansion
\begin{equation}
e^{-i\mathbf q\cdot\mathbf r}=4\pi\sum_{l'm'}(-i)^{l'}j_{l'}(qr)\,
Y_{l'm'}(\hat{\mathbf q})\,Y_{l'm'}^*(\hat{\mathbf r}).
\end{equation}
The integral over the direction of $\mathbf r$ selects $l'=l$, $m'=m$, so that
\begin{equation}
\int e^{-i\mathbf q\cdot\mathbf r}g_lY_{lm}\,d^3r
=4\pi(-i)^lG_l(q)Y_{lm}(\hat{\mathbf q}),\qquad
G_l(q)=\int_0^R r^2j_l(qr)g_l(r)\,dr .
\end{equation}
Set $k=q_i$ in (\ref{overlap}). The second term in the bracket vanishes because $j_l(x_i)=0$. Summing with the coefficients and using (\ref{slope}),
\begin{align}
G_l(q)&=R^2j_l(qR)\,c\left[\frac1{q^2-q_1^2}-\frac1{q^2-q_2^2}\right]\notag\\
&=R^2j_l(qR)\,c\,\frac{q_1^2-q_2^2}{(q^2-q_1^2)(q^2-q_2^2)} .
\end{align}
By (\ref{c}), $c(q_1^2-q_2^2)=q_1^2q_2^2/R^{l+2}$. Dividing numerator and denominator by $q_1^2q_2^2$ changes the sign of both factors below, which leaves their product unchanged:
\begin{equation}
G_l(q)=\frac{j_l(qR)}{R^l\,(1-q^2/q_1^2)(1-q^2/q_2^2)} .
\label{result}
\end{equation}

The apparent poles are removable. Near $q_1$ the numerator is $R(q-q_1)j_l'(x_1)$ and the first factor below is $-2(q-q_1)/q_1$, to leading order. Their ratio gives
\begin{equation}
G_l(q_1)=-\frac{x_1j_l'(x_1)}{2R^l(1-q_1^2/q_2^2)},
\end{equation}
and $G_l(q_2)$ follows by exchanging the indices. A program should use these limits, or a short expansion about them, when $q$ comes so close to $q_i$ that (\ref{result}) divides two rounding errors.

At small $q$ the series $j_l(x)=x^l[1-x^2/(4l+6)+\dots]/(2l+1)!!$ gives
\begin{equation}
G_l(q)=\frac{q^l}{(2l+1)!!}\left[1+q^2\left(\frac1{q_1^2}+\frac1{q_2^2}-\frac{R^2}{4l+6}\right)+\dots\right].
\end{equation}
The leading term is that of a point multipole of unit strength. Inserting the same series under the integral that defines $G_l$ gives $-q^2\int_0^Rr^{l+4}g_l\,dr/(4l+6)$ for the correction. Comparison yields the next radial moment,
\begin{equation}
\int_0^R r^{l+4}g_l\,dr=R^2-(4l+6)\left(\frac1{q_1^2}+\frac1{q_2^2}\right),
\end{equation}
which for the opening case is the mean square radius $R^2[1-15/(2\pi^2)]$.

The behaviour at large $q$ reflects the smoothness at the surface. Differentiate (\ref{second}) once and set $r=R$. All terms with $g_l$, $g_l'$ or $g_l''$ drop out, and
\begin{equation}
g_l'''(R)=-\sum_i\alpha_iq_i^3j_l'(x_i)=-c(q_1^2-q_2^2)=-\frac{q_1^2q_2^2}{R^{l+2}} .
\label{third}
\end{equation}
The third derivative therefore jumps at the surface. In (\ref{result}) the denominator grows as $q^4$, while $j_l(qR)\simeq\sin(qR-l\pi/2)/(qR)$, so
\begin{equation}
G_l(q)\simeq\frac{q_1^2q_2^2}{R^{l+1}q^5}\sin\!\left(qR-\frac{l\pi}2\right)
=\frac{R\,|g_l'''(R)|}{q^5}\sin\!\left(qR-\frac{l\pi}2\right).
\label{tail}
\end{equation}
This holds when $q$ is large compared with $q_2$, the larger wave number, and $qR$ is large compared with $l(l+1)/2$.

The conditions (\ref{conditions}) leave the pair of zeros free. Taking the first two keeps the wave numbers low and also makes $g_l$ positive for $0<r<R$. To see this, put $A=j_l(q_1r)$, $B=j_l(q_2r)$ and $W=r^2(AB'-A'B)$. By (\ref{wronskian}), $W'=(q_1^2-q_2^2)r^2AB$, with a negative prefactor. Inside the sphere $A$ is positive, while $B$ is positive up to $r=Rx_1/x_2$ and negative beyond. Thus $W$ first falls and then rises. It is zero at both ends, since $A$ and $B$ vanish at $R$, so it is negative between them. Hence $(B/A)'=W/(r^2A^2)<0$, and $B/A$ decreases towards its limit at $R$, which is the ratio of the slopes:
\begin{equation}
\frac BA\;\to\;\frac{q_2j_l'(x_2)}{q_1j_l'(x_1)}=-\frac{\alpha_1}{\alpha_2}.
\end{equation}
Since $j_l$ rises through its second zero, (\ref{alpha}) gives $\alpha_2>0$. Therefore $g_l=\alpha_2A\,(B/A+\alpha_1/\alpha_2)>0$.

One could instead take zeros of $j_l'$. The slope then vanishes term by term, and the coefficients are used to cancel the value. Equation (\ref{second}) now leaves $g_l''(R)=(q_2^2-q_1^2)\alpha_1j_l(x_1)$, which is not zero. For $l=2$ and $R=1.5$ bohr, the first two positive zeros of $j_2'$ are $3.3421$ and $7.2899$, and the function normalized to unit moment has $g_2''(R)=17.37$ bohr$^{-7}$. For $l=0$ this variant fails altogether with two positive zeros: $r^0$ has no slope, so (\ref{moment}) holds there for any $k$, and each term carries zero charge.

For a numerical example keep the model radius $R=1.5$ bohr and use the first two zeros of $j_l$, found by bracketing and root refinement. For $l=0$, (\ref{alpha}) gives $\alpha_1=\alpha_2=4\pi^2/(3\times1.5^3)=3.899$ bohr$^{-3}$. At half the radius $t=\pi/2$, and the profile is $3.899\times2/\pi=2.482$ bohr$^{-3}$. The wave numbers are $q_1=2.0944$ and $q_2=4.1888$ bohr$^{-1}$. At $q=2$ bohr$^{-1}$ the transform is
\begin{equation}
G_0=\frac{\sin3/3}{(1-4/2.0944^2)(1-4/4.1888^2)}
=\frac{0.04704}{0.08811\times0.77203}=0.6915 .
\end{equation}
Gauss--Legendre quadrature of the defining integral gives the same value. Numerator and first factor are both small because $q$ is close to $q_1$; their ratio is not.

A quantity that shows the cost of a plane-wave cutoff is the Coulomb self-energy of $g_lY_{lm}$. In reciprocal space the Coulomb kernel is $4\pi/q^2$, and the angular integral of $|Y_{lm}|^2$ is one, so
\begin{equation}
U_l=\frac12\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}\,16\pi^2G_l^2|Y_{lm}|^2
=4\int_0^\infty G_l(q)^2\,dq .
\end{equation}
In real space, the multipole expansion of $1/|\mathbf r-\mathbf r'|$ gives a double radial integral. Its two halves, $r'<r$ and $r'>r$, are equal and cancel the factor $\tfrac12$:
\begin{equation}
U_l=\frac{4\pi}{2l+1}\int_0^R dr\,r^{1-l}g_l(r)\int_0^r ds\,s^{l+2}g_l(s).
\end{equation}
Quadrature of the two expressions, the first carried to $q=100$ bohr$^{-1}$, gives the same energies to the digits shown. The last two columns are the fractions of $U_l$ that come from beyond $q=6$ and $q=10$ bohr$^{-1}$.
\begin{center}
\begin{tabular}{cccccc}
$l$ & $x_1$ & $x_2$ & $U_l$ (hartree) & $q>6$ & $q>10$\\
0 & 3.1416 & 6.2832 & 8.1449 & $1.2\times10^{-5}$ & $7.4\times10^{-8}$\\
1 & 4.4934 & 7.7253 & 2.9900 & $1.7\times10^{-3}$ & $2.1\times10^{-6}$\\
2 & 5.7635 & 9.0950 & 1.5070 & $3.1\times10^{-2}$ & $6.9\times10^{-6}$
\end{tabular}
\end{center}
The energies belong to unit multipoles, whose units differ with $l$, so the fractions are the fair comparison. Their growth at $q=6$ bohr$^{-1}$ follows from (\ref{result}). The denominator removes the first two zeros of $j_l(qR)$, so the main lobe of $G_l$ extends to the third. For $l=0$ that is $3\pi/R=6.28$ bohr$^{-1}$, and the cutoff falls almost at the end of the lobe. For $l=2$ even $q_2=6.06$ bohr$^{-1}$ lies above the cutoff, which cuts into the lobe.

Far out, (\ref{tail}) with $\sin^2$ replaced by its mean $\tfrac12$ gives an energy $\tfrac29[R\,g_l'''(R)]^2Q^{-9}$ beyond a cutoff $Q$. For $l=0$, $g_0'''(R)=-34.21$ bohr$^{-6}$, and at $Q=10$ bohr$^{-1}$ the estimate is $\tfrac29(51.3)^2\times10^{-9}=5.85\times10^{-7}$ hartree. This is a fraction $7.2\times10^{-8}$ of $U_0$, against the computed $7.4\times10^{-8}$. The closeness is accidental, because two errors of opposite sign are at work. The factors $1-q_1^2/q^2$ and $1-q_2^2/q^2$, which the estimate sets to one, are $0.96$ and $0.82$ at the cutoff and raise $G_0^2$ there by a factor $1.6$. On the other hand, $q^{-10}$ falls off over about $Q/10=1$ bohr$^{-1}$, less than the period $\pi/R=2.09$ bohr$^{-1}$ of $\sin^2$, so the average is not yet justified, and the zero of $G_0$ at $5\pi/R=10.47$ bohr$^{-1}$, just above the cutoff, lowers the tail. At such a cutoff the estimate gives only the order of magnitude. For $l=2$, $g_2'''(R)=-107.2$ bohr$^{-8}$ leads to $3.8\times10^{-6}$, about half the computed fraction. There the asymptotic regime is still further away: at $q=10$ bohr$^{-1}$ the factor $1-q_2^2/q^2$, which the estimate sets to one, is still $0.63$.

Since the $x_i$ do not depend on $R$, $R^lG_l$ depends on $q$ and $R$ only through $qR$. Halving the radius therefore doubles the cutoff needed for a given fraction. This is the price of a small sphere. A large sphere has a price too: the argument that only the moments matter applies outside the sphere, so it guarantees that compensation charges on neighbouring atoms interact exactly as their multipoles when the spheres do not overlap, and gives no such guarantee when they do.
